# Compliance limits and capacitive current overshoot in forming oxide memory cells: test program

```python
"""
Compliance overshoot in the forming of an oxide memory cell.

Result under test: an ideal instrument limits its own current to I_C, but a
capacitance C between instrument and filament adds -C dV/dt to the filament
current. For a conductance G growing at constant rate g from a node at V_F,
  V/V_F = exp(xc^2-x^2) (1 - 2 xc D(xc)) + 2 xc D(x),
  x = G/sqrt(2 g C),  xc = (I_C/V_F)/sqrt(2 g C),  D = Dawson function.
The overshoot is large if C >> I_C^2/(g V_F^2) and small if C is far below it.
Growth stops when the cell voltage has fallen to V_T.

Units inside: V, mA, mS, kohm, pF, ns (then charge is pC, energy is pJ).
The independent road is time integration of the circuit, with a source that
has a small output resistance and a current limit.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import solve_ivp, quad, trapezoid
from scipy.optimize import brentq
from scipy.special import dawsn

V_F, V_T, I_C = 3.0, 0.5, 0.1
RATE = 0.1            # mS/ns
C_MAIN = 10.0         # pF
G_C = I_C / V_F       # conductance at which the limit is reached
THICK_NM = 5.0


def node_voltage(G, C):
    scale = np.sqrt(2 * RATE * C)
    x, xc = G / scale, G_C / scale
    return V_F * (np.exp(xc**2 - x**2) * (1 - 2 * xc * dawsn(xc))
                  + 2 * xc * dawsn(x))


def final_conductance(C):
    top = 2 * (I_C / V_T + np.sqrt(2 * RATE * C * np.log(V_F / V_T)))
    return brentq(lambda G: node_voltage(G, C) - V_T, G_C, top, xtol=1e-13)


def closed_peak(C):
    G = np.geomspace(G_C, final_conductance(C), 200001)
    current = G * node_voltage(G, C)
    k = np.argmax(current)
    return current[k], G[k]


def source_current(V, r_source):
    return min(I_C, max(0.0, (V_F - V) / r_source))


def simulate(C, growth=lambda v: RATE, r_local=0.0, r_source=1e-3,
             g_start=0.0, g_max=np.inf):
    """Integrate the circuit until growth stops; return t, V, G, current."""
    def rhs(t, y):
        V, G = y
        v_cell = V / (1 + r_local * G)
        return [(source_current(V, r_source) - G * v_cell) / C,
                growth(v_cell)]

    def stop(t, y):
        return min(y[0] / (1 + r_local * y[1]) - V_T, g_max - y[1])
    stop.terminal = True
    sol = solve_ivp(rhs, (0, 1e5), [V_F, g_start], method="Radau",
                    rtol=1e-8, atol=1e-11, events=stop, dense_output=True)
    assert sol.status == 1, "growth did not stop"
    t = np.linspace(0, sol.t[-1], 40001)
    V, G = sol.sol(t)
    return t, V, G, V * G / (1 + r_local * G)


# --- closed form against circuit integration, over five decades of C ---
c_star = I_C**2 / (RATE * V_F**2)
caps = [0.001, 0.01, 0.1, 1.0, 10.0, 100.0]
rows, worst = [], 0.0
for C in caps:
    t, V, G, I = simulate(C)
    peak, g_peak = closed_peak(C)
    g_end = final_conductance(C)
    worst = max(worst, abs(I.max() / peak - 1), abs(G[-1] / g_end - 1))
    assert (I.max() - I_C) / I_C < C / c_star      # small-C bound
    after = G > 1.05 * G_C
    assert np.all(I[after] > I_C)                  # never back to the limit
    rows.append((C, I.max(), G[-1]))
assert worst < 2e-3
assert all(a[1] < b[1] for a, b in zip(rows, rows[1:]))

# --- limiting laws, tested on the integrated circuit ---
offset = np.sqrt(2) * dawsn(1 / np.sqrt(2))
big_c, big_peak, big_g = rows[-1]
offset_seen = (big_peak - V_F * np.sqrt(RATE * big_c / np.e)) / I_C
assert abs(offset_seen - offset) < 0.01
g_large_law = np.sqrt(2 * RATE * big_c * np.log(V_F / V_T))
assert abs(big_g / g_large_law - 1) < 0.03         # source term is neglected
assert abs(rows[0][2] / (I_C / V_T) - 1) < 0.01

# --- main example: charge, energy and relaxation ---
peak, g_peak = closed_peak(C_MAIN)
g_end = final_conductance(C_MAIN)
v_peak = node_voltage(g_peak, C_MAIN)
t_peak, t_stop = (g_peak - G_C) / RATE, (g_end - G_C) / RATE
tau, v_end = C_MAIN / g_end, I_C / g_end


def over_growth(f):
    return quad(lambda G: f(G, node_voltage(G, C_MAIN)) / RATE,
                G_C, g_end, epsabs=1e-11, epsrel=1e-10)[0]


charge = over_growth(lambda G, V: G * V - I_C) + tau * (g_end * V_T - I_C)
assert abs(charge / (C_MAIN * (V_F - v_end)) - 1) < 1e-6
energy = over_growth(lambda G, V: G * V * V)
from_cap = 0.5 * C_MAIN * (V_F**2 - V_T**2)
from_source = I_C * over_growth(lambda G, V: V)
assert abs(energy / (from_cap + from_source) - 1) < 1e-6

tail = solve_ivp(lambda t, y: [(source_current(y[0], 1e-3) - g_end * y[0])
                               / C_MAIN], (0, tau), [V_T],
                 method="Radau", rtol=1e-9, atol=1e-12)
assert abs(tail.y[0, -1] - (v_end + (V_T - v_end) / np.e)) < 1e-5
t_double = t_stop + tau * np.log((g_end * V_T - I_C) / I_C)

# --- abrupt fall to a fixed resistance: the peak does not depend on C ---
g_fixed = 2.0
abrupt = [simulate(C, growth=lambda v: 1000.0, g_max=g_fixed)[3].max()
          for C in (1.0, 100.0)]
assert all(abs(p / (V_F * g_fixed) - 1) < 0.01 for p in abrupt)

# --- place of a series resistor ---
R_S = 10.0
near_cell = simulate(C_MAIN, r_local=R_S)[3].max()
near_source = simulate(C_MAIN, r_source=R_S)[3].max()
bound = (V_F - V_T) / R_S
assert 0.9 * bound < near_cell <= bound * (1 + 1e-6)
assert near_source > 0.9 * peak

# --- effects left out of the model ---
slow = simulate(C_MAIN, growth=lambda v: RATE / 10)[3].max()
fast = simulate(C_MAIN, growth=lambda v: RATE * 10)[3].max()
V_0 = 0.5
t, V, G, I = simulate(C_MAIN, growth=lambda v: RATE * np.exp((v - V_F) / V_0))
expo = I.max()
over = I >= I_C
excess = trapezoid(I[over] - I_C, t[over])
assert abs(excess / (C_MAIN * (V_F - V[-1])) - 1) < 0.01  # any growth law
series = simulate(C_MAIN, r_local=0.1)[3].max()
DELAY = 10.0
late = simulate(C_MAIN, g_start=G_C + RATE * DELAY)[3].max()
assert min(slow, fast, expo, series, late) > 5 * I_C
assert late > peak

L_UH = 0.01                                  # 10 nH
inductive_mV = 1e3 * L_UH * V_F * RATE       # largest dI/dt is V_F*g
cable_delay = 0.05 * C_MAIN                  # 50 ohm line of capacitance C
G_grid = np.linspace(G_C, g_end, 20001)
p_max = np.max(G_grid * node_voltage(G_grid, C_MAIN)**2)   # mW
KAPPA, RISE = 1.0, 1000.0                    # W/(m K), K


def heated_radius_nm(power_mW):
    """Rod cooled at both ends: rise = P*length/(8*kappa*area)."""
    area = power_mW * 1e-3 * THICK_NM * 1e-9 / (8 * KAPPA * RISE)
    return 1e9 * np.sqrt(area / np.pi)


def own_cap_fF(side_nm, eps_r=20.0):
    return 1e15 * eps_r * epsilon_0 * (side_nm * 1e-9)**2 / (THICK_NM * 1e-9)


print(f"forming voltage V_F = {V_F:.1f} V, stop voltage V_T = {V_T:.1f} V")
print(f"compliance I_C = {I_C:.2f} mA, growth rate g = {RATE:.2f} mS/ns")
print(f"oxide {THICK_NM:.0f} nm, field {V_F / THICK_NM * 10:.1f} MV/cm")
print(f"crossover capacitance C* = {1e3 * c_star:.1f} fF")
print(f"peak/I_C at C = C*: {closed_peak(c_star)[0] / I_C:.3f}")
print("C (pF), peak (mA), peak/I_C, final resistance (ohm):")
for C, p, G_last in rows:
    print(f"  {C:7.3f}  {p:7.4f}  {p / I_C:7.3f}  {1e3 / G_last:7.0f}")
print(f"largest relative gap, closed form to circuit: {worst:.1e}")
print(f"large-C offset sqrt2*D(1/sqrt2) = {offset:.4f}, "
      f"seen at 100 pF {offset_seen:.4f}")
print(f"MAIN EXAMPLE C = {C_MAIN:.0f} pF")
print(f"x_c = {G_C / np.sqrt(2 * RATE * C_MAIN):.4f}, "
      f"G_c = {G_C:.4f} mS")
print(f"leading term V_F*sqrt(gC/e) = "
      f"{V_F * np.sqrt(RATE * C_MAIN / np.e):.3f} mA")
print(f"with offset term = "
      f"{V_F * np.sqrt(RATE * C_MAIN / np.e) + offset * I_C:.3f} mA")
print(f"peak current = {peak:.3f} mA = {peak / I_C:.1f} I_C")
print(f"at the peak: G = {g_peak:.3f} mS, V = {v_peak:.3f} V")
print(f"peak comes {t_peak:.1f} ns after the limit is reached")
print(f"growth stops after {t_stop:.1f} ns at G_f = {g_end:.3f} mS")
print(f"current when growth stops = {g_end * V_T:.3f} mA")
print(f"final resistance = {1e3 / g_end:.0f} ohm; "
      f"without C: {1e3 * V_T / I_C:.0f} ohm")
print(f"relaxation time C/G_f = {tau:.2f} ns, end voltage {v_end:.4f} V")
print(f"current is back to 2 I_C after {t_double:.1f} ns")
print(f"excess charge = {charge:.2f} pC; mean over 1 ms = "
      f"{charge:.1f} nA")
print(f"energy in filament until growth stops = {energy:.1f} pJ")
print(f"  from capacitor {from_cap:.1f} pJ, from source {from_source:.1f} pJ")
print(f"abrupt fall to {1e3 / g_fixed:.0f} ohm: peak {abrupt[0]:.3f} mA "
      f"(1 pF), {abrupt[1]:.3f} mA (100 pF)")
print(f"{R_S:.0f} kohm between C and cell: peak {near_cell:.3f} mA, "
      f"bound {bound:.3f} mA")
print(f"{R_S:.0f} kohm on instrument side of C: peak {near_source:.3f} mA")
print("NEGLECTED EFFECTS, peak current at 10 pF")
print(f"growth 10x slower {slow:.3f} mA, 10x faster {fast:.3f} mA")
print(f"growth rate exp((V-V_F)/{V_0:.1f} V): {expo:.3f} mA")
print(f"100 ohm in series with filament: {series:.3f} mA")
print(f"limiter {DELAY:.0f} ns late: {late:.3f} mA")
print(f"inductive voltage, 10 nH: at most {inductive_mV:.1f} mV")
print(f"delay of 50 ohm cable with this C: {cable_delay:.2f} ns")
print(f"largest filament power = {p_max:.2f} mW; "
      f"I_C*V_F = {I_C * V_F:.2f} mW")
print(f"heated radius for 1000 K rise (kappa 1 W/m/K): "
      f"{heated_radius_nm(p_max):.0f} nm")
print(f"  same for power I_C*V_F: {heated_radius_nm(I_C * V_F):.0f} nm")
print(f"cell's own capacitance (eps_r 20): 1 um square "
      f"{own_cap_fF(1000):.1f} fF, 50 nm square {own_cap_fF(50):.3f} fF")
print("every check passed")
```

Output:

```
forming voltage V_F = 3.0 V, stop voltage V_T = 0.5 V
compliance I_C = 0.10 mA, growth rate g = 0.10 mS/ns
oxide 5 nm, field 6.0 MV/cm
crossover capacitance C* = 11.1 fF
peak/I_C at C = C*: 1.411
C (pF), peak (mA), peak/I_C, final resistance (ohm):
    0.001   0.1067    1.067     4987
    0.010   0.1383    1.383     4875
    0.100   0.2577    2.577     3612
    1.000   0.6490    6.490     1485
   10.000   1.8924   18.924      509
  100.000   5.8265   58.265      165
largest relative gap, closed form to circuit: 3.2e-05
large-C offset sqrt2*D(1/sqrt2) = 0.7248, seen at 100 pF 0.7243
MAIN EXAMPLE C = 10 pF
x_c = 0.0236, G_c = 0.0333 mS
leading term V_F*sqrt(gC/e) = 1.820 mA
with offset term = 1.892 mA
peak current = 1.892 mA = 18.9 I_C
at the peak: G = 1.028 mS, V = 1.842 V
peak comes 9.9 ns after the limit is reached
growth stops after 19.3 ns at G_f = 1.965 mS
current when growth stops = 0.982 mA
final resistance = 509 ohm; without C: 5000 ohm
relaxation time C/G_f = 5.09 ns, end voltage 0.0509 V
current is back to 2 I_C after 30.4 ns
excess charge = 29.49 pC; mean over 1 ms = 29.5 nA
energy in filament until growth stops = 47.3 pJ
  from capacitor 43.8 pJ, from source 3.6 pJ
abrupt fall to 500 ohm: peak 5.988 mA (1 pF), 6.000 mA (100 pF)
10 kohm between C and cell: peak 0.245 mA, bound 0.250 mA
10 kohm on instrument side of C: peak 1.855 mA
NEGLECTED EFFECTS, peak current at 10 pF
growth 10x slower 0.649 mA, 10x faster 5.826 mA
growth rate exp((V-V_F)/0.5 V): 1.296 mA
100 ohm in series with filament: 1.774 mA
limiter 10 ns late: 3.100 mA
inductive voltage, 10 nH: at most 3.0 mV
delay of 50 ohm cable with this C: 0.50 ns
largest filament power = 4.06 mW; I_C*V_F = 0.30 mW
heated radius for 1000 K rise (kappa 1 W/m/K): 28 nm
  same for power I_C*V_F: 8 nm
cell's own capacitance (eps_r 20): 1 um square 35.4 fF, 50 nm square 0.089 fF
every check passed
```
